# Is the Pauli potential equal to tau_P divided by n?: test program

```python
"""Pauli potential v_P = d(T_s - T_W)/dn versus tau_P/n.

Result under test, for a non-interacting ground state (atomic units):
    v_P = tau_P/n + sum_i f_i (e_M - e_i) |phi_i|^2 / n
tau_P : positive orbital kinetic-energy density minus |grad n|^2/(8 n)
f_i, e_i, phi_i : occupations, energies, orbitals; e_M : highest occupied level
Three-dimensional uniform gas: 3/10 kF^2 + 1/5 kF^2 = 1/2 kF^2.
Checks: plane-wave sums, perturbation theory, and a ring with a potential.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

BOHR = physical_constants["Bohr radius"][0] * 1e10       # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]  # eV

# ---------- uniform gas: explicit plane-wave sums in a periodic box ----------
# Box side 2*pi bohr, so wave vectors are integer triples.
integers = np.arange(-64, 65)
squares = integers**2
norms = squares[:, None, None] + squares[None, :, None] + squares[None, None, :]
shell_count = np.bincount(norms.ravel())


def filled_box(max_norm):
    """Electron number and kinetic energy with all |k|^2 <= max_norm filled."""
    k_squared = np.arange(max_norm + 1)
    count = 2.0 * shell_count[:max_norm + 1]
    return count.sum(), (0.5 * k_squared * count).sum()


def fermi_wavevector(density):
    return (3 * np.pi**2 * density)**(1 / 3)


box_volume = (2 * np.pi)**3
top_norm = 3600
number, kinetic = filled_box(top_norm)
kf_sq = fermi_wavevector(number / box_volume)**2
ratio_tau = kinetic / number / kf_sq
ratio_response = (0.5 * top_norm - kinetic / number) / kf_sq

number_lo, kinetic_lo = filled_box(3480)
number_hi, kinetic_hi = filled_box(3720)
number_mid = 0.5 * (number_lo + number_hi)
kf_sq_mid = fermi_wavevector(number_mid / box_volume)**2
step_number = number_hi - number_lo
ratio_derivative = (kinetic_hi - kinetic_lo) / step_number / kf_sq_mid
ratio_product_rule = (number_mid * (kinetic_hi / number_hi - kinetic_lo / number_lo)
                      / step_number / kf_sq_mid)
assert abs(ratio_tau - 0.3) < 1e-3
assert abs(ratio_response - 0.2) < 2e-3
assert abs(ratio_derivative - 0.5) < 2e-3
assert abs(ratio_product_rule - 0.2) < 2e-3

print("UNIFORM GAS, plane-wave sums in a periodic box")
print(f"electrons in the box: {number:.0f}")
print(f"tau_P/n divided by kF^2: {ratio_tau:.4f}")
print(f"mean of (e_M - e_i) divided by kF^2: {ratio_response:.4f}")
print(f"n d(tau_P/n)/dn divided by kF^2: {ratio_product_rule:.4f}")
print(f"dT_P/dN divided by kF^2: {ratio_derivative:.4f}")

# ---------- uniform gas: worked numbers ----------
density_angstrom = 0.1
density = density_angstrom * BOHR**3
kf = fermi_wavevector(density)
tau_per_electron = 0.3 * kf**2
response_term = 0.2 * kf**2
pauli_uniform = 0.5 * kf**2

# Density predicted when tau_P/n is put in place of v_P at the same mu - v_s.
density_wrong = brentq(
    lambda d: 0.3 * fermi_wavevector(d)**2 - pauli_uniform, density, 10 * density,
    xtol=1e-15)
assert abs(density_wrong / density - (5 / 3)**1.5) < 1e-8

# Static density response from the perturbation sum over occupied states.
q = 0.05 * kf


def response_integrand(k):
    return k * np.log(abs((k + q / 2) / (k - q / 2)))


integral = (quad(response_integrand, 0, q / 2)[0]
            + quad(response_integrand, q / 2, kf, limit=200)[0])
response_exact = -integral / (np.pi**2 * q)
h = 1e-4 * density


def inverse_slope(coefficient):
    """Long-wave response when the potential is coefficient * kF(n)^2."""
    upper = coefficient * fermi_wavevector(density + h)**2
    lower = coefficient * fermi_wavevector(density - h)**2
    return -2 * h / (upper - lower)


response_correct = inverse_slope(0.5)
response_wrong = inverse_slope(0.3)
assert abs(response_correct / response_exact - 1) < 1e-3
assert abs(response_correct / (-kf / np.pi**2) - 1) < 1e-6
assert abs(response_wrong / response_exact - 5 / 3) < 2e-3
to_ev_angstrom = 1 / (HARTREE * BOHR**3)

print("UNIFORM GAS, worked example")
print(f"density: {density_angstrom:.4f} angstrom^-3")
print(f"kF: {kf / BOHR:.4f} angstrom^-1")
print(f"tau_P/n: {tau_per_electron * HARTREE:.4f} eV")
print(f"response term: {response_term * HARTREE:.4f} eV")
print(f"v_P: {pauli_uniform * HARTREE:.4f} eV = {pauli_uniform:.5f} hartree")
print(f"density from tau_P/n at same mu-v_s: {density_wrong / BOHR**3:.4f} angstrom^-3")
print(f"ratio to the correct density: {density_wrong / density:.4f}")
print(f"q/kF in the perturbation sum: {q / kf:.3f}")
print(f"dn/dv, perturbation sum: {response_exact * to_ev_angstrom:.6f} eV^-1 angstrom^-3")
print(f"dn/dv, from v_P: {response_correct * to_ev_angstrom:.6f} eV^-1 angstrom^-3")
print(f"dn/dv, from tau_P/n: {response_wrong * to_ev_angstrom:.6f} eV^-1 angstrom^-3")

# ---------- inhomogeneous ring ----------
length = 10.0 / BOHR
points = 240
dx = length / points
theta = 2 * np.pi * np.arange(points) / points
modes = np.arange(-24, 25)
mode_k = 2 * np.pi * modes / length
waves = np.exp(1j * np.outer(theta, modes)) / np.sqrt(length)
grid_k = 2 * np.pi * np.fft.fftfreq(points, d=dx)
potential = (2.0 * np.cos(theta) + 1.0 * np.sin(2 * theta)) / HARTREE


def solve_ring(v):
    """Energies, orbitals and orbital derivatives on the grid."""
    v_fourier = np.fft.fft(v) / points
    hamiltonian = (np.diag(0.5 * mode_k**2).astype(complex)
                   + v_fourier[(modes[:, None] - modes[None, :]) % points])
    energies, coefficients = np.linalg.eigh(hamiltonian)
    return energies, waves @ coefficients, waves @ (1j * mode_k[:, None] * coefficients)


def density_and_tau_pauli(orbitals, derivatives, occupations):
    m = len(occupations)
    phi, dphi = orbitals[:, :m], derivatives[:, :m]
    n = (np.abs(phi)**2) @ occupations
    slope = 2 * np.real(np.conj(phi) * dphi) @ occupations
    tau = 0.5 * (np.abs(dphi)**2) @ occupations
    return n, tau - slope**2 / (8 * n)


def potential_from_root_density(n, v, mu):
    """v_P that makes sqrt(n) an eigenfunction with eigenvalue mu."""
    root = np.sqrt(n)
    curvature = np.real(np.fft.ifft(-grid_k**2 * np.fft.fft(root)))
    return mu - v + 0.5 * curvature / root


occupations = np.array([2.0, 2.0, 2.0])
energies, orbitals, derivatives = solve_ring(potential)
n_ring, tau_pauli = density_and_tau_pauli(orbitals, derivatives, occupations)
level_depth = occupations * (energies[2] - energies[:3])
tau_part = tau_pauli / n_ring
response_part = (np.abs(orbitals[:, :3])**2) @ level_depth / n_ring
v_pauli = tau_part + response_part
v_from_root = potential_from_root_density(n_ring, potential, energies[2])
largest_difference = np.max(np.abs(v_pauli - v_from_root))
assert largest_difference < 1e-7
assert tau_part.min() > -1e-12 and response_part.min() > -1e-12

# A single occupied spatial orbital has no Pauli potential.
n_one, tau_one = density_and_tau_pauli(orbitals, derivatives, np.array([2.0]))
one_orbital = potential_from_root_density(n_one, potential, energies[0])
assert np.max(np.abs(one_orbital)) < 1e-7
assert np.max(np.abs(tau_one / n_one)) < 1e-9

# Change of T_P when the external potential changes at fixed electron number.
probe = np.cos(theta) + 0.5 * np.cos(2 * theta + 0.4)
strength = 1e-4
changed = []
for sign in (1, -1):
    _, orb, der = solve_ring(potential + sign * strength * probe)
    n_new, tau_new = density_and_tau_pauli(orb, der, occupations)
    changed.append((n_new, tau_new.sum() * dx))
dn = (changed[0][0] - changed[1][0]) / (2 * strength)
direct_fixed_n = (changed[0][1] - changed[1][1]) / (2 * strength)
full_fixed_n = np.sum(v_pauli * dn) * dx
tau_fixed_n = np.sum(tau_part * dn) * dx
scale = np.sum(np.abs((v_pauli - v_pauli.mean()) * dn)) * dx
assert abs(np.sum(dn) * dx) < 1e-8
assert abs(full_fixed_n - direct_fixed_n) < 1e-4 * scale
assert abs(tau_fixed_n - direct_fixed_n) > 1e-2 * scale

# Removal of a fraction of an electron from the highest occupied orbital.
fraction = 1e-3
energies_removed = []
for removed in (0.0, fraction, 2 * fraction):
    occ = np.array([2.0, 2.0, 2.0 - removed])
    energies_removed.append(
        density_and_tau_pauli(orbitals, derivatives, occ)[1].sum() * dx)
t0, t1, t2 = energies_removed
direct_removal = (3 * t0 - 4 * t1 + t2) / (2 * fraction)
top_density = np.abs(orbitals[:, 2])**2
full_removal = np.sum(v_pauli * top_density) * dx
tau_removal = np.sum(tau_part * top_density) * dx
assert abs(full_removal / direct_removal - 1) < 1e-4
assert abs(tau_removal / direct_removal - 1) > 1e-2

print("RING with six electrons in 2 cos(theta) + sin(2 theta) eV")
print(f"length: {length * BOHR:.2f} angstrom")
for index in range(4):
    print(f"level {index + 1}: {energies[index] * HARTREE:.4f} eV")
print("x (angstrom), n (1/angstrom), tau_P/n, response, v_P (eV)")
for j in range(0, points, 48):
    print(f"{j * dx * BOHR:.1f}  {n_ring[j] / BOHR:.4f}  {tau_part[j] * HARTREE:.4f}  "
          f"{response_part[j] * HARTREE:.4f}  {v_pauli[j] * HARTREE:.4f}")
print(f"largest gap, formula vs sqrt(n) route: {largest_difference * HARTREE:.1e} eV")
print("Change of T_P per unit probe potential at fixed N (eV per eV)")
print(f"finite difference: {direct_fixed_n:.5f}")
print(f"from v_P: {full_fixed_n:.5f}")
print(f"from tau_P/n alone: {tau_fixed_n:.5f}")
print("dT_P/dN on the electron-removal side")
print(f"finite difference: {direct_removal * HARTREE:.4f} eV")
print(f"from v_P: {full_removal * HARTREE:.4f} eV")
print(f"from tau_P/n alone: {tau_removal * HARTREE:.4f} eV")
print("finished without a failed check")
```

Running it gives:

```
UNIFORM GAS, plane-wave sums in a periodic box
electrons in the box: 1808178
tau_P/n divided by kF^2: 0.3000
mean of (e_M - e_i) divided by kF^2: 0.2003
n d(tau_P/n)/dn divided by kF^2: 0.2000
dT_P/dN divided by kF^2: 0.5000
UNIFORM GAS, worked example
density: 0.1000 angstrom^-3
kF: 1.4360 angstrom^-1
tau_P/n: 4.7136 eV
response term: 3.1424 eV
v_P: 7.8560 eV = 0.28870 hartree
density from tau_P/n at same mu-v_s: 0.2152 angstrom^-3
ratio to the correct density: 2.1517
q/kF in the perturbation sum: 0.050
dn/dv, perturbation sum: -0.019090 eV^-1 angstrom^-3
dn/dv, from v_P: -0.019094 eV^-1 angstrom^-3
dn/dv, from tau_P/n: -0.031823 eV^-1 angstrom^-3
RING with six electrons in 2 cos(theta) + sin(2 theta) eV
length: 10.00 angstrom
level 1: -1.0023 eV
level 2: 1.2153 eV
level 3: 2.2189 eV
level 4: 6.0713 eV
x (angstrom), n (1/angstrom), tau_P/n, response, v_P (eV)
0.0  0.3965  0.5568  0.1791  0.7359
2.0  0.4826  0.7035  0.6328  1.3363
4.0  0.8049  1.8928  2.7326  4.6253
6.0  0.6730  1.3040  1.6144  2.9184
8.0  0.6322  0.8498  0.9590  1.8088
largest gap, formula vs sqrt(n) route: 7.0e-12 eV
Change of T_P per unit probe potential at fixed N (eV per eV)
finite difference: 0.74394
from v_P: 0.74394
from tau_P/n alone: 0.25711
dT_P/dN on the electron-removal side
finite difference: 1.6966 eV
from v_P: 1.6966 eV
from tau_P/n alone: 0.8509 eV
finished without a failed check
```
